# The Krieger-Li-Iafrate Exchange Potential from a Common Energy Denominator

## The decision this settles

Suppose a calculation needs exact exchange as a local, multiplicative potential. One choice is to solve the optimized effective potential (OEP) equation, which involves virtual orbitals and an inversion of the density response. The other is the Krieger-Li-Iafrate (KLI) potential, which needs occupied orbitals and a small set of linear equations. Choosing between them requires knowing what KLI leaves out, which orbitals it must be given, and which results are sensitive to the omission.

## Setting and conventions

We use Hartree atomic units and treat one spin at a time. Its \(N\) occupied orbitals \(\phi_i\) are real, orthonormal and singly occupied, and there is a gap between occupied and virtual levels. Indices \(i,j\) denote occupied orbitals, \(a\) virtual ones and \(p\) any orbital. The density of this spin is \(n=\sum_i n_i\), with \(n_i=\phi_i^2\).

The orbitals obey

\[
h_s\phi_p=\varepsilon_p\phi_p,\qquad h_s=-\tfrac12\nabla^2+v_{\rm ext}+v_{\rm H}+v_x ,
\]

where \(v_{\rm H}\) is the Hartree potential of the total density and \(v_x(\mathbf r)\) is local. Correlation is omitted. The nonlocal exchange operator \(K\) acts as

\[
(K\phi_i)(\mathbf r)=-\sum_j\phi_j(\mathbf r)\,v_{ij}(\mathbf r),\qquad
v_{ij}(\mathbf r)=\int\frac{\phi_i(\mathbf r')\phi_j(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r' .
\]

The exchange energy of this spin is \(E_x=\frac12\sum_i\langle i|K|i\rangle\).

## The equation to be approximated

The OEP is the local potential whose orbitals make the Hartree-Fock energy expression stationary. Vary the orbitals first. The one-body energy is quadratic in them and contributes a factor 2. The Hartree energy changes by \(\int v_{\rm H}\,\delta n\), with \(\delta n=2\sum_i\phi_i\delta\phi_i\). The exchange energy is quartic, so its prefactor \(\frac12\) is multiplied by 4. All three parts therefore carry the same factor:

\[
\delta E=2\sum_i\langle\delta\phi_i|F|\phi_i\rangle,\qquad
F=-\tfrac12\nabla^2+v_{\rm ext}+v_{\rm H}+K=h_s+K-v_x .
\]

A change \(\delta v\) of the total local potential changes the orbitals, to first order, by

\[
\delta\phi_i=\sum_{p\ne i}\phi_p\,\frac{\langle p|\delta v|i\rangle}{\varepsilon_i-\varepsilon_p}.
\]

For \(p\neq i\) we have \(\langle p|h_s|i\rangle=0\), so

\[
\delta E=2\sum_i\sum_{p\ne i}
\frac{\langle p|\delta v|i\rangle\langle p|K-v_x|i\rangle}{\varepsilon_i-\varepsilon_p}.
\]

If \(p\) is also occupied, the pair appears twice, as \((i,p)\) and \((p,i)\). The numerator is symmetric under the exchange and the denominator changes sign, so the two terms cancel. Degenerate occupied orbitals cause no difficulty: mixing them leaves the determinant, and hence the energy, unchanged. Virtual partners remain. Since \(\delta v(\mathbf r)\) is arbitrary, its coefficient must vanish:

\[
\sum_i\sum_a\phi_i(\mathbf r)\phi_a(\mathbf r)
\frac{\langle a|v_x-K|i\rangle}{\varepsilon_i-\varepsilon_a}=0. \tag{1}
\]

The overall sign was reversed, which is harmless in an equation equal to zero.

The derivative formula was tested on beryllium at the self-consistent Slater potential. For the change \(\delta v=\lambda e^{-r}\), applied to both spins, the formula and finite differences of the energy both give \(dE/d\lambda=-0.04974\). For a closed shell the prefactor 2 becomes 4, because both spins respond.

## One denominator, then closure

Now replace every difference in (1) by the same negative number, \(\varepsilon_i-\varepsilon_a\to-\Delta\). The factor \(-1/\Delta\) comes out of the sum and can be divided away, so its value is never needed:

\[
\sum_i\sum_a\phi_i(\mathbf r)\phi_a(\mathbf r)\langle a|v_x-K|i\rangle=0. \tag{2}
\]

This is an approximation to the weights in (1). If all the elements \(\langle a|v_x-K|i\rangle\) vanished, (1) and (2) would both hold whatever the denominators. The error therefore comes from unequal gaps acting on elements that a local potential cannot make vanish.

The virtual sum is removed by completeness, with continuum states included:

\[
\sum_a\phi_a(\mathbf r)\phi_a(\mathbf r')
=\delta(\mathbf r-\mathbf r')-\sum_j\phi_j(\mathbf r)\phi_j(\mathbf r').
\]

Write \(A=v_x-K\) and \(A_{ji}=\langle j|A|i\rangle\). Multiplying the completeness relation by \((A\phi_i)(\mathbf r')\) and integrating over \(\mathbf r'\) gives

\[
\sum_a\phi_a(\mathbf r)\langle a|A|i\rangle
=(A\phi_i)(\mathbf r)-\sum_j\phi_j(\mathbf r)A_{ji}.
\]

Multiply by \(\phi_i(\mathbf r)\) and sum over \(i\). Because \(v_x\) is local, \(\sum_i\phi_i v_x\phi_i=n\,v_x\), and (2) becomes

\[
n\,v_x-\sum_i\phi_i(K\phi_i)-\sum_{ij}\phi_i\phi_jA_{ji}=0 .
\]

Dividing by \(n\),

\[
v_x=v_S+\frac1n\sum_{ij}\phi_i\phi_jA_{ji},\qquad
v_S=\frac1n\sum_i\phi_i(K\phi_i). \tag{3}
\]

Here \(v_S\) is the Slater potential, the density-weighted average of the exchange operator's action. Equation (3) is the common-energy-denominator approximation (CEDA), also called the localized Hartree-Fock potential. It is implicit, since \(A_{ji}\) contains \(v_x\).

## Keeping the diagonal terms

Drop the terms with \(i\ne j\) and write \(w_i=A_{ii}\):

\[
\boxed{\,v_x(\mathbf r)=v_S(\mathbf r)+\sum_iw_i\frac{n_i(\mathbf r)}{n(\mathbf r)},\qquad
w_i=\langle i|v_x-K|i\rangle\,} \tag{4}
\]

This is the KLI potential. Where one orbital supplies nearly all the density, the correction is nearly the constant \(w_i\). Between such regions it changes in a step whose shape follows the density shares \(n_i/n\).

The same formula follows from a different reading of the common denominator. Let the partner in (2) run over all \(p\ne i\), occupied ones included. Completeness then removes just one term for each \(i\):

\[
\sum_{p\ne i}\phi_p\langle p|A|i\rangle=A\phi_i-\phi_iA_{ii}.
\]

Multiplying by \(\phi_i\), summing over \(i\) and setting the result to zero gives (4). The two readings differ because the cancellation of occupied pairs in (1) relied on denominators of opposite sign. With the same constant for both orders, the two terms add. It therefore matters when the denominator is made constant: if the occupied pairs have already cancelled, the result is CEDA; if they are still in the sum, they survive and the result is KLI.

Explicit sums over the computed beryllium orbitals were used to test both conditions. The sum over virtual partners vanishes for CEDA. The sum over all other partners vanishes for KLI. With the KLI potential, the virtual sum equals minus the discarded quantity \(\sum_{i\ne j}\phi_i\phi_jA_{ji}\).

## Equations for the constants

Take the expectation value of (4) in orbital \(i\) and subtract \(\langle i|K|i\rangle\):

\[
w_i=b_i+\sum_jM_{ij}w_j,\qquad
b_i=\langle i|v_S-K|i\rangle,\qquad
M_{ij}=\int\frac{n_in_j}{n}\,d\mathbf r .
\]

Hence

\[
\sum_j(\delta_{ij}-M_{ij})w_j=b_i. \tag{5}
\]

The matrix is singular. Since \(\sum_jn_j=n\),

\[
\sum_jM_{ij}=\int n_i\,d\mathbf r=1 ,
\]

so adding the same number to all \(w_j\) does not change the left side of (5). This is the usual freedom to add a constant to a potential. To see whether there is any other freedom, use the symmetry of \(M\) and its unit row sums:

\[
\sum_iw_i^2-\sum_{ij}M_{ij}w_iw_j
=\tfrac12\sum_{ij}M_{ij}(w_i^2+w_j^2-2w_iw_j)
=\tfrac12\sum_{ij}M_{ij}(w_i-w_j)^2 .
\]

If \(w\) solves the homogeneous equations, the left side is zero. Then \(w_i=w_j\) whenever \(M_{ij}>0\). If the orbital densities are linked by overlaps, all \(w_i\) are equal and the constant shift is the sole freedom. If two groups of orbitals hardly overlap, the equations become nearly singular and their relative constant is poorly determined numerically.

A solution exists because the right sides sum to zero:

\[
\sum_ib_i=\int n\,v_S\,d\mathbf r-\sum_i\langle i|K|i\rangle=0,
\]

by the definition of \(v_S\). We set \(w_H=0\) for the highest occupied orbital \(H\) and solve the other \(N-1\) equations. The equation for \(H\) then holds automatically, because the sum of all \(N\) equations is an identity. If the highest level is degenerate by symmetry and its orbitals have equal constants, setting one to zero sets them all to zero.

## What the constants do

Define an orbital-specific exchange potential \(u_i=(K\phi_i)/\phi_i\). It may diverge at a node of \(\phi_i\), but \(n_iu_i=\phi_i(K\phi_i)\) is finite. Equation (4) then reads

\[
v_x=\sum_j\frac{n_j}{n}(u_j+w_j).
\]

Insert this into \(\langle i|v_x-K|i\rangle=w_i\), and write \(n_i=\sum_jn_in_j/n\) in the terms containing \(u_i\) and \(w_i\):

\[
\sum_j\int\frac{n_in_j}{n}\left[(u_j+w_j)-(u_i+w_i)\right]d\mathbf r=0 .
\]

The constants shift the orbital potentials so that, for each orbital, the mismatches with the others average to zero where the densities overlap. For two orbitals with \(w_2=0\),

\[
w_1=\frac{1}{M_{12}}\int\frac{n_1n_2}{n}(u_2-u_1)\,d\mathbf r .
\]

Thus \(w_1\) is the mean of \(u_2-u_1\) in the overlap region. The Slater potential averages the \(u_i\) without this alignment.

The constants also enter the orbital energies. From \(h_s=F+v_x-K\),

\[
\varepsilon_i=\langle i|F|i\rangle+w_i. \tag{6}
\]

With \(w_H=0\), the highest occupied eigenvalue equals the Hartree-Fock expectation value in that orbital. Deeper levels are displaced by their constants.

## Limits and a hybrid

**Far from a finite system.** Inserting the action of \(K\) gives

\[
v_S=-\frac1n\sum_{ij}\phi_i\phi_jv_{ij}.
\]

Let \(H\) be nondegenerate and decay most slowly. Along a direction where it dominates, \(\phi_i/\phi_H\to0\) for every other orbital. The term \(i=j=H\) survives, and \(v_{HH}\to1/r\) because \(\phi_H^2\) integrates to one. Hence

\[
v_x\to-\frac1r+w_H=-\frac1r .
\]

On a nodal surface of \(H\) that extends to infinity, another orbital \(k\) may dominate. The same argument then gives \(-1/r+w_k\), so the limit depends on direction when \(w_k\ne0\).

**One orbital of a given spin.** Here \(K\phi=-\phi\,v_{11}\), so \(v_x=v_S=-v_{11}\) with \(w_1=0\). This cancels the Hartree potential of that orbital's own density. Since \((v_x-K)\phi=0\), the OEP equation (1) is satisfied too, and neither approximation costs anything.

**A global hybrid with a local potential.** Let a fraction \(\alpha\) of exact exchange enter the energy, together with semilocal terms that depend on the density and its gradient only. Terms that depend on the kinetic-energy density are excluded, since they act on an orbital as a differential operator and not as a multiplicative potential. The semilocal terms already have local potentials, which appear in both \(F\) and \(h_s\) and cancel from \(F-h_s\). What remains is the derivation above with \(K\to\alpha K\). For given orbitals, \(v_S\), \(b_i\) and \(w_i\) are all multiplied by \(\alpha\), and the exact-exchange part has the tail \(-\alpha/r\). If the hybrid is instead run with the nonlocal operator \(\alpha K\), no KLI step is needed.

## Which orbitals must be supplied

Mix the occupied orbitals by an orthogonal matrix, \(\phi'_i=\sum_k\phi_kU_{ki}\). The density, \(K\) and \(v_S\) are unchanged. The full double sum in (3) is also unchanged, because \(A'=U^{T}AU\) and

\[
\sum_{ij}\phi'_i\phi'_jA'_{ij}
=\phi^{T}U(U^{T}AU)U^{T}\phi=\phi^{T}A\phi ,
\]

where \(\phi\) is the column of orbitals. The diagonal part by itself has no such invariance. KLI therefore has to be specified with a choice of orbitals, here the canonical eigenfunctions of \(h_s\). Passing localized orbitals to the same formula generally defines another potential.

For beryllium, a rotation of 0.3 rad between 1s and 2s changes the KLI potential by 0.22 hartree. This is a density-weighted root-mean-square change with the constant shift removed. The CEDA potential changes by \(10^{-14}\) hartree, which is rounding error.

## Beryllium worked through

The nonrelativistic beryllium atom has 1s and 2s occupied in each spin, so one constant is unknown. The numerical output gives these integrals for the self-consistent KLI orbitals:

\[
\langle1s|v_S|1s\rangle=-2.26688,\qquad \langle1s|K|1s\rangle=-2.29519\ \text{hartree},
\]

\[
M_{11}=0.94963,\qquad M_{12}=0.05037 .
\]

With \(w_{2s}=0\), the first of equations (5) is

\[
w_{1s}=\frac{-2.26688+2.29519}{1-0.94963}
=\frac{0.02831}{0.05037}=0.562\ \text{hartree}=15.3\ \text{eV}.
\]

A small numerator gives a large constant because it is divided by a small overlap. The unused 2s equation checks the result. Its right side is \(-0.40031+0.37200=-0.02831\) hartree, and its left side is \(-M_{12}w_{1s}=-0.05037\times0.562=-0.0283\) hartree.

The potential at selected mesh points, in hartree, is:

| \(r\) (bohr) | \(v_S\) | step | \(v_x\) |
|---:|---:|---:|---:|
| 0.478 | −1.920 | 0.558 | −1.362 |
| 1.049 | −0.668 | 0.263 | −0.405 |
| 1.565 | −0.428 | 0.014 | −0.415 |
| 2.090 | −0.384 | 0.001 | −0.383 |
| 4.089 | −0.240 | 0.000 | −0.240 |

At 1.049 bohr the 1s share of the density is 0.468, so the step is \(0.468\times0.562=0.263\) hartree. From there to 1.565 bohr, \(v_S\) rises by 0.240 while the step falls by 0.249. Their sum falls by 0.009, so \(v_x\) is not monotonic between the shells. At 12.5 bohr, \(r v_x=-1.000\), as the tail argument requires.

Equation (6) accounts for the 1s level. The KLI eigenvalue is \(-4.167\) hartree. Subtracting \(w_{1s}\) gives \(-4.729\), close to the Hartree-Fock eigenvalue \(-4.733\). The remaining 0.004 hartree reflects the different orbitals. For 2s, where the constant is zero, the eigenvalues are \(-0.3089\) in KLI and \(-0.3093\) in Hartree-Fock.

## What the two approximations cost

The assumption of equal gaps is far from literally true here. The lowest virtual s level lies 0.22 hartree above 2s and 4.07 hartree above 1s, a ratio between 18 and 19. These gaps refer to a mesh of radius 25 bohr; doubling the radius to 50 bohr leaves them unchanged in the digits shown.

The second approximation can be measured by the discarded element. With KLI orbitals and potential, \(|\langle1s|v_x-K|2s\rangle|=0.017\) hartree, about 3% of \(w_{1s}\). Restoring it also alters the diagonal constant, which becomes 0.621 hartree in CEDA for the same orbitals, with the free additive constant again fixed by setting the 2s diagonal element to zero. The change in the potential is therefore larger than the discarded element alone suggests.

The self-consistent total energies, relative to Hartree-Fock at \(-14.57302\) hartree, are:

| Potential | Excess (millihartree) |
|---|---:|
| Slater | 11.61 |
| KLI | 0.74 |
| CEDA | 0.73 |
| Best local potential found | 0.64 |

The last entry comes from minimizing the energy over KLI plus nine smooth correction functions. It is an upper bound, on this mesh, to the OEP energy, and it is not converged in the number of functions: with 16 and 26 correction functions the excess falls to 0.60 and 0.59 millihartree, a shift of 0.05. The lowest of these values is still an upper bound. KLI therefore lies at least about 0.15 millihartree, or 4 meV, above the OEP energy. It lies at most 0.74 millihartree above it, because the Hartree-Fock minimum cannot exceed the minimum restricted to orbitals of a local potential.

The Slater potential lacks the step, and its excess is about 16 times that of KLI. Restoring the off-diagonal term gains a further 0.01 millihartree. For the total energy of this atom, the diagonal constant matters far more than the off-diagonal one.

This does not show that the KLI potential is equally accurate. At the OEP the energy is stationary, so a small error \(\delta v\) in the potential changes the energy in second order. Eigenvalues respond in first order, through \(\langle p|\delta v|p\rangle\). In beryllium the 1s–2s separation is 3.86 hartree in KLI and 3.82 hartree at the energy-minimizing local potential with 26 correction functions. That is a difference of 0.04 hartree, while the total energies differ by about 0.15 millihartree. If total energies are the target, KLI has a small exchange-only cost in this example. If the target is orbital energies, gaps or the shape of the potential, a good KLI total energy is not sufficient evidence, and a comparison with an OEP solution is needed. None of these comparisons measures the missing correlation or relativistic effects.

## Numbers as computed

```
Beryllium atom, exchange only; energies in hartree, lengths in bohr
nuclear charge 4, mesh radius 25 bohr, 59 interior mesh points
Integrals with self-consistent KLI orbitals:
  <1s|v_S|1s> = -2.266880 hartree
  <1s|K|1s>   = -2.295185 hartree
  <2s|v_S|2s> = -0.400310 hartree
  <2s|K|2s>   = -0.372004 hartree
  M_11 = 0.949633, M_12 = 0.050367, M_22 = 0.949633 (no unit)
KLI constant w_1s = 0.561991 hartree = 15.2926 eV
2s constant recomputed from its definition = 4.2e-16 hartree (magnitude)
omitted element <1s|v_x-K|2s> = 0.017102 hartree (sign depends on orbital phases)
CEDA constants, same orbitals: 11: 0.620836, 12: 0.023198 hartree
r (bohr) | v_S (hartree) | 1s share of n | step (hartree) | v_x KLI
   0.1105   -3.43420   0.964850   0.542237   -2.89196
   0.4776   -1.91962   0.992935   0.558021   -1.36160
   1.0492   -0.66837   0.467797   0.262898   -0.40547
   1.5646   -0.42831   0.024540   0.013791   -0.41452
   2.0897   -0.38369   0.001289   0.000725   -0.38297
   4.0893   -0.24001   0.000000   0.000000   -0.24001
   8.2508   -0.12119   0.000000   0.000000   -0.12119
r*v_x at r = 12.485 bohr: -1.000000 hartree bohr
Orbital energies (hartree):
  Hartree-Fock  1s -4.73267   2s -0.30927
  Slater        1s -4.62432   2s -0.32643
  KLI           1s -4.16684   2s -0.30885
  CEDA          1s -4.11482   2s -0.30910
gap from 2s to lowest virtual s level on the mesh: 0.22 hartree
gap from 1s to the same level: 4.07 hartree
Total energies (hartree) and excess over Hartree-Fock (millihartree):
  Hartree-Fock  -14.573023   0.000
  OEP bound     -14.572384   0.639
  CEDA          -14.572292   0.732
  KLI           -14.572282   0.741
  Slater        -14.561410   11.613
KLI minus OEP bound: 0.1021 millihartree = 2.777 meV
energy slope along exp(-r) at the Slater potential: formula -0.0497417, differences -0.0497417 (no unit)
rms change of v_x on rotating orbitals by 0.3 rad: KLI 0.22030, CEDA 9.6e-15 hartree
```
